Duty cycle, Joule heating and the mixing fraction in electromigration limits

A narrow metal line carries current pulses. Its average current slowly displaces atoms until the line fails, and its Joule heat speeds up that displacement. If the pulses are made shorter, a higher peak current seems permissible: at one tenth of the on-time, ten times the peak would leave the average unchanged. The heat generated, however, goes with the square of the current, so the line would run hotter. How much may the peak rise if the lifetime is to stay the same?

The answer requires a temperature and a current that agree with each other. A cycle that computes one from the other meets the same choice as the self-consistent cycle of an electronic-structure program: what fraction of the newly computed output should enter the next input? That setting is the linear mixing fraction, called α here. For the heated line its safe range for small errors can be derived in closed form, and it turns out to be tied to the gain from shorter pulses.

**The two conditions**

Let unipolar rectangular pulses have peak current density j and duty cycle r, the fraction of each period during which current flows. Averaging over a period gives

j_avg = r j,  j_rms² = r j².

Black's equation, in its average-current form, gives the lifetime

t = B j_avg^(−n) exp[Ea/(kB T)],

where T is the metal temperature, Ea > 0 the activation energy, n > 0 the current exponent and B a constant. This form is an assumption. For n > 1 and equal temperature, it gives a pulsed line a longer life than damage that merely adds up during the on-time would, so it presumes that damage partly relaxes between pulses. It omits the back-stress that protects short lines.

Let the lifetime goal be met at average density j0 and metal temperature T0. Setting t equal to the goal cancels B:

j_avg^(−n) exp[Ea/(kB T)] = j0^(−n) exp[Ea/(kB T0)].

Collecting the densities on one side and taking the n-th root gives the first condition,

r j = j0 φ,  φ = exp[(Ea/(n kB))(1/T − 1/T0)].  (1)

The factor φ is the derating of the average current. It equals 1 at T0 and falls as T rises.

For the heat balance, write T = T0 + D, where T0 is also the temperature of the heat sink. A line of cross-section A carries current jA and has resistance ρ/A per unit length, so while the current flows it produces the power (jA)²ρ/A = Aρj² per unit length. If the period is much shorter than the thermal time of the line, the temperature follows the average power. With resistivity ρ0(1 + βD), β ≥ 0, and heat conductance g to the sink per unit length,

g D = A ρ0 (1 + βD) r j².

Defining h = ρ0 A/g, we obtain the second condition,

r j² = H(D),  H(D) = D/[h(1 + βD)].  (2)

Solving (2) for D gives

D = h r j²/(1 − βh r j²).

A steady temperature therefore requires βh r j² < 1. Beyond that point the growing resistance adds heat faster than the sink removes it, which is thermal runaway.

At fixed r, a larger j raises both the average current and the temperature. Both shorten the lifetime, so the peak that satisfies (1) and (2) together is the largest one allowed.

**One equation, one root**

Equation (1) gives j = j0φ/r. Inserting this in (2) and multiplying by r gives

r H(D) = j0² φ(D)².  (3)

H rises with D, because

d ln H/dD = 1/D − β/(1 + βD) = 1/[D(1 + βD)] > 0,

while φ falls. There is thus at most one root. To see when it exists, write (3) as r = j0²φ²/H. The right side decreases from infinity at D = 0 towards its limit at large D, where H tends to 1/(hβ) and φ to exp[−Ea/(n kB T0)]. A root exists for

r > r_min = j0² hβ exp[−2Ea/(n kB T0)].

For smaller r, runaway sets the limit before lifetime does. For β = 0 this lower limit vanishes.

**Why the gain is less than 1/r**

Compare a duty cycle r < 1 with constant current, r = 1, holding j0, T0, the line and its cooling fixed, and taking r above r_min. Since the right side of r = j0²φ²/H falls with D, the smaller duty cycle belongs to the hotter line.

The hotter line has the smaller φ. By (1), r j(r) < j(1). It also has the larger H, so by (2), r j(r)² > j(1)². Dividing the first inequality by r j(1), and the second by r j(1)² before taking the root, gives

r^(−1/2) < j(r)/j(1) < 1/r.  (4)

The upper bound describes constant average current and the lower bound constant heating current. In this model the limit lies between them, because the line must run at a lower average but may run at a higher rms current.

Both heating and thermal activation are needed for the strict upper bound. If Ea = 0, or if cooling is so good that h = 0, then φ = 1 and the gain is 1/r.

The local strength of the gain follows by differentiation. Define

P = −d ln φ/dD = Ea/(n kB T²),
Q = d ln H/dD = 1/[D(1 + βD)],
p = P/Q = Ea D(1 + βD)/(n kB T²),
s = −d ln j/d ln r.

Here p measures how strongly heating feeds back on lifetime. Taking logarithms of (1) and (2) and differentiating with respect to ln r gives

1 − s = −P dD/d ln r,
1 − 2s = Q dD/d ln r.

The first line gives dD/d ln r = −(1 − s)/P. Inserted in the second, this yields 1 − 2s = −(1 − s)/p. Multiplying by p and collecting s,

p − 2ps = −1 + s,
s = (1 + p)/(1 + 2p).  (5)

With weak feedback, p ≪ 1, s approaches 1 and the peak rises nearly as 1/r. With strong feedback, p ≫ 1, s approaches 1/2 and heating takes control.

**What the mixing fraction does**

The direct cycle starts from a trial D, obtains j from the lifetime condition and then obtains a new temperature rise G(D) from the heat balance:

H(G(D)) = j0² φ(D)²/r.  (6)

At the solution G(D) = D. Take the logarithm of (6) and make a small change dD in the input. The left side changes by Q dG and the right side by −2P dD, so

dG/dD = −2P/Q = −2p.

An input that is too hot gives too small a current, and therefore an output that is too cold. The error changes sign at each step, and it grows if 2p > 1.

Linear mixing replaces the full step by

D_next = D + α[G(D) − D].

Near the solution, an error e in D becomes

e_next = e + α(−2p e − e) = [1 − α(1 + 2p)] e.  (7)

The error shrinks if the bracket lies between −1 and 1, which requires

0 < α < 2/(1 + 2p).  (8)

The bracket vanishes, to first order in the error, at

α_best = 1/(1 + 2p).

This fraction has a physical reading. From (5), 2s − 1 = (2 + 2p − 1 − 2p)/(1 + 2p) = 1/(1 + 2p), and so

α_best = 2s − 1.  (9)

As the gain slides from the 1/r law towards the r^(−1/2) law, the best mixing fraction slides from 1 towards 0. The unmixed cycle, α = 1, loses local stability at 2p = 1, where s = 3/4.

Condition (8) concerns small errors. A cold start can fail for another reason. At D = 0 the derating is 1, so the first output is

G(0) = (h j0²/r)/(1 − βh j0²/r),

which exists if βh j0²/r < 1. Otherwise the first trial current has no steady temperature, even when (3) has a root.

Bracketing avoids both difficulties. The function

f(D) = ln[r H(D)] − 2 ln[j0 φ(D)]

has slope Q + 2P > 0. It is negative near D = 0 and, for r > r_min, positive at large D. Double an upper trial value until f is positive, then halve the interval repeatedly, keeping the half in which f changes sign. Finally set j = j0φ/r. No mixing fraction is needed.

**A cobalt line**

Take an hcp-Co line 20 nm wide and 40 nm high, with 200 nm of low-k dielectric between it and the sink and 100 nm above it. The inputs are rough: ρ0 = 15 µΩ cm, β = 0.002/K, dielectric conductivity 0.3 W/(m K), Ea = 2 eV and n = 2. The lifetime goal is taken to be met at j0 = 10 MA/cm² and T0 = 378 K.

The conductance g follows from Laplace's equation in the cross-section, with the metal at one temperature, the sink at another, and an insulated top. Finite differences on a 1.25 nm mesh give a heat flow per unit length of 1.708 times the dielectric conductivity times the temperature difference. Halving the mesh spacing to this value changed the factor by −0.14 %, and widening the domain changed it by 0.09 %. Hence

g = 0.3 × 1.708 = 0.512 W/(m K).

With A = 8 × 10⁻¹⁶ m² and j0 = 10¹¹ A/m²,

h j0² = (1.5 × 10⁻⁷)(8 × 10⁻¹⁶)(10²²)/0.512 = 2.34 K.

Bisection of (3) gives the following results. The last entry is the upper limit of α from (8).

r = 1: D = 1.8 K, j = 8.67 MA/cm², s = 0.89, 2p = 0.285, α < 1.56
r = 0.5: D = 2.9 K, j = 15.8 MA/cm², s = 0.84, 2p = 0.472, α < 1.36
r = 0.1: D = 7.4 K, j = 55.6 MA/cm², s = 0.73, 2p = 1.167, α < 0.92
r = 0.01: D = 17.1 K, j = 265 MA/cm², s = 0.64, 2p = 2.625, α < 0.55

The entry at r = 0.1 can be followed by hand. With D = 7.358 K, T = 385.36 K and kB = 8.617 × 10⁻⁵ eV/K, Ea/(n kB) is 11605 K. Then

ln φ = −11605 × 7.358/(378 × 385.36) = −0.5862,
φ = 0.5564,
j = 10 × 0.5564/0.1 = 55.6 MA/cm².

The heat balance agrees: h r j² = 2.342 × 0.5564²/0.1 = 7.25 K, and D/(1 + βD) = 7.358/1.0147 = 7.25 K.

Going from r = 1 to 0.1 multiplies the allowed peak by 6.42, between the bounds 3.16 and 10. Going to 0.01 multiplies it by 30.6, between 10 and 100. The allowed average meanwhile falls from 8.67 to 5.56 and then to 2.65 MA/cm², while the rms density rises from 8.67 to 17.6 and 26.5 MA/cm².

Ignoring the shortfall is costly. Suppose the constant-current limit were scaled by 1/r, giving 86.7 MA/cm² at r = 0.1. Then h r j² = 17.6 K and D = 17.6/(1 − 0.002 × 17.6) = 18.2 K. Relative to the goal, the lower average would lengthen the lifetime by (10/8.67)² = 1.33, but the temperature would multiply it by exp[−23210 × 18.2/(378 × 396.2)] = 0.06. The product is about 0.08: in this model the line would last about 8 % of the intended time.

**Choosing α**

For the isolated line, the unmixed cycle becomes locally unstable below r = 0.138. At r = 0.01, starting from D = 0, it ends by jumping between a rise of practically zero and one of 441 K. The hot value is G(0): h j0²/r = 234 K, and 234/(1 − 0.468) = 440 K to the accuracy of these rounded inputs. There φ is so small that the next current hardly heats the line at all. Neither value is the solution, and their mean is not the solution either.

A fraction tuned at r = 1 does not serve the whole table. There α_best = 1/1.285 = 0.78, but at r = 0.01 this makes the error factor in (7) equal to 1 − 0.78 × 3.625 = −1.8, so small errors grow. If one fraction must serve all four duty cycles, the largest error factor is smallest when the two end cases have equal magnitudes and opposite signs:

1 − 1.285α = −(1 − 3.625α),
α = 2/(1.285 + 3.625) = 0.41.

The end factors are then about ±0.48, and roughly 19 steps reduce a small error a millionfold.

Better cooling permits a larger α and poorer cooling demands a smaller one. Consider a wide array of such lines at 40 nm pitch, all carrying the same pulses. The same finite-difference method, with mirror planes midway between lines, gives g = 0.0595 W/(m K). At r = 0.01 the rise is 28.6 K, and

2p = 2 × 11605 × 28.56 × 1.057/406.6² = 4.2.

Condition (8) now requires α < 0.38, so the value 0.41 that served the isolated line fails. A cold start fails too: h j0² = 1.2/0.0595 = 20.2 K, and βh j0²/r = 0.002 × 20.2/0.01 = 4.0 exceeds 1.

The guidance for this model is therefore as follows.

- Use bracketing when the unknown is a single temperature.
- If a cycle must be used, estimate p at the hottest case and set α near 1/(1 + 2p).
- When scanning duty cycles, start at large r and use each solution as the next first guess. Its φ is below 1, so the first trial current is smaller than in a cold start. Keep the steps in r moderate, since after too large a drop the first trial current can still have no steady temperature.
- If the error alternates in sign and grows, reduce α. By (7), that pattern means α(1 + 2p) > 2.

The same algebra explains the setting in an electronic-structure cycle, but its numbers do not carry over. There the input, a density for example, has many components. If the unmixed cycle multiplies one error pattern by λ, mixing multiplies it by 1 − α(1 − λ). The heated line has the single value λ = −2p. A density has many values of λ, and one α must keep every factor below 1 in magnitude.

**How far the cobalt numbers can be trusted**

The inputs are meant to resemble a narrow cobalt interconnect, but j0 is a chosen design value, and Ea depends on the interfaces and the microstructure. The resistivity is well above that of bulk cobalt, as is expected when surfaces and grain boundaries scatter electrons. Cobalt changes from hcp to fcc near 700 K, a rough figure. The solutions, including those for the array, stay below 410 K, whereas the 441 K rise in the failed cycle would put the metal above that change, where these parameters no longer apply. Of the changes in cooling considered here, giving up thermal isolation matters most. In the loaded array the allowed peak at r = 0.1 is 28.0 MA/cm², half the isolated value, and the gain over constant current is 4.84 instead of 6.42.

Other corrections are smaller or depend on conditions. An interface resistance of 10⁻⁸ m² K/W, a rough value, spread evenly over the 120 nm perimeter, lowers the isolated peak at r = 0.1 by about 1 %. Heat also leaves through the ends. Balancing conduction along the metal against loss to the sink, k_m A d²D/dx² = gD for the departure from the uniform rise, gives a decay length √(k_m A/g). With k_m = 62 W/(m K) from the Wiedemann–Franz law, this is 310 nm, so the isolated-line result needs a line much longer than that. This estimate leaves out the temperature dependence of ρ and the heat that flows along the line within the dielectric. Including that heat flow raises the decay length to about 340 nm.

The material parameters shift the answer more. With j0 held fixed and r = 0.1, Ea = 1 eV gives a peak of 66 MA/cm² and a gain of 7.2, while 3 eV gives 50 MA/cm² and 6.0. Taking n = 1 with Ea = 2 eV gives 46 MA/cm² and 5.8. A larger Ea/n makes the derating steeper, as (1) shows.

The use of the rms current depends on frequency. If heat is stored in the metal alone, with a rough heat capacity of 3.8 × 10⁶ J/(m³ K), the thermal time is 3.8 × 10⁶ × A/g = 5.9 ns. At 3 GHz the temperature then swings by 0.4 K at r = 0.1 and by 0.9 K at r = 0.01, small beside the mean rises of 7.4 and 17.1 K. Heat stored in the dielectric would reduce the swing. At 1 MHz and r = 0.1, each pulse lasts 100 ns. The same model, with the peak held at 55.6 MA/cm², reaches a rise of 85 K during the pulse. Heat stored in the dielectric would lower this figure, but the rise would still far exceed the mean, and the steady-temperature limit no longer applies.

The relaxation between pulses that the average-current form presumes matters as much as the cooling. If damage only added up during the on-time, the lifetime would go as 1/(r jⁿ) at fixed temperature, and for n = 2 condition (1) would become √r j = j0φ. The rms current and the temperature would then not depend on r, and the gain would be exactly r^(−1/2). At r = 0.1 the allowed peak would be 27.4 MA/cm² instead of 55.6. The gains found above therefore hold only where the average-current form does.

Short-line back-stress has not been sized, nor have other ways in which a large peak might damage the line. The 265 MA/cm² found at r = 0.01 is a lifetime limit within this model, and does not establish that a real line would survive such pulses.
